# The Uehling shift of 2P against 2S in muonic hydrogen

## A special case: one Yukawa term

Take \(\hbar=c=1\). A particle of reduced mass \(m_r\) is bound by \(-Z\alpha/r\). Its natural length and energy are \(a=1/(Z\alpha m_r)\) and \(E^*=(Z\alpha)^2m_r=Z\alpha/a\), and \(x=r/a\). Add a weak attraction of finite range,
\[
\delta U=-\eta\,\frac{Z\alpha}{r}e^{-\lambda r}=-\eta E^*\frac{e^{-\kappa x}}{x},\qquad \kappa=\lambda a,\quad \eta\ll1 .
\]
The radial functions \(u=xR\) of the \(n=2\) shell are
\[
u_{2S}=\tfrac{1}{\sqrt2}\left(x-\tfrac12x^2\right)e^{-x/2},\qquad u_{2P}=\tfrac{1}{\sqrt{24}}\,x^2e^{-x/2}.
\]
They solve \(-\tfrac12u''+\tfrac{l(l+1)}{2x^2}u-\tfrac1xu=-\tfrac18u\). To see this write \(u=fe^{-x/2}\), so that \(u''=(f''-f'+f/4)e^{-x/2}\) and the equation becomes \(-\tfrac12(f''-f')+\tfrac{l(l+1)}{2x^2}f-f/x=0\). For \(f=x-x^2/2\), \(l=0\), this reads \((1-x/2)-(1-x/2)=0\). For \(f=x^2\), \(l=1\), it reads \((-1+x)+1-x=0\). With \(\int_0^\infty x^ne^{-\sigma x}dx=n!/\sigma^{n+1}\) the norms are \(\tfrac12(2-6+6)=1\) and \(24/24=1\).

A central potential does not connect different \(l\) or \(m_l\), so degenerate first-order theory reduces to diagonal elements. With \(\sigma=1+\kappa\),
\[
Y_{2S}=\tfrac12\int_0^\infty\!\left(x-x^2+\tfrac14x^3\right)e^{-\sigma x}dx=\tfrac12\left(\frac1{\sigma^2}-\frac2{\sigma^3}+\frac{3}{2\sigma^4}\right)=\frac{2\sigma^2-4\sigma+3}{4\sigma^4},
\]
and \(2\sigma^2-4\sigma+3=2(\sigma-1)^2+1\), so
\[
Y_{2S}=\frac{1+2\kappa^2}{4(1+\kappa)^4},\qquad Y_{2P}=\frac1{24}\frac{3!}{\sigma^4}=\frac{1}{4(1+\kappa)^4}. \tag{1}
\]
Each level moves by \(-\eta E^*Y\), hence
\[
E(2P)-E(2S)=\eta E^*\,(Y_{2S}-Y_{2P})=\eta E^*\frac{\kappa^2}{2(1+\kappa)^4}. \tag{2}
\]
At \(\kappa=0\) the perturbation only rescales the Coulomb strength and the degeneracy survives. For \(\kappa\gg1\) the 2P average falls as \(\kappa^{-4}\), the 2S average as \(\kappa^{-2}\), and only the S state feels the term. The logarithmic derivative \(2/\kappa-4/(1+\kappa)\) vanishes at \(\kappa=1\): a Yukawa term splits the pair most when its range equals \(a\). Electron vacuum polarization is a weighted sum of such terms with \(\lambda\ge2m\), where \(m\) is the electron mass, and the theorem is (2) summed with that weight.

## The theorem

**Assumptions.** (A) The nucleus is a point charge \(Ze\). (B) The muon–nucleus motion is described by the Schrödinger equation with reduced mass \(m_r\), and the two charges interact through the static potential; corrections are of relative order \((Z\alpha)^2\). (C) The electron–positron vacuum responds linearly, and its electrons do not interact with each other; this is the one-loop order. (D) The induced potential is taken in first-order perturbation theory. (E) \(\alpha\) is the coupling measured at large distance.

**Theorem.** With \(\beta=ma=m/(Z\alpha m_r)\),
\[
E(2P)-E(2S)=\frac{\alpha}{\pi}E^*I(\beta),\qquad I(\beta)=\frac{4\beta^2}{3}\int_1^\infty\!dt\,\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{(1+2\beta t)^4}. \tag{3}
\]
For muonic hydrogen \(\beta=0.7373837\) and the shift is \(205.007\) meV.

Two qualifications belong to the statement. The value \(0.737\) is a rounding of \(\beta\) and gives \(205.117\) meV, so six figures need the unrounded number. And (3) is one term of the Lamb shift, the one defined by (A)–(E); since it contains no spin, it is the same for \(2P_{1/2}\) and \(2P_{3/2}\).

## Lemma 1: static response of the vacuum

Describe the vacuum as the state with all negative-energy Dirac levels filled. Let \(U(\mathbf r)\) be the potential energy of an electron and \(\delta n\) the induced electron number density.

**Lemma 1.** To first order in \(U\), \(\delta n(\mathbf q)=-\chi(q)U(\mathbf q)\) with
\[
\chi(q)=2\int\!\frac{d^3p_1}{(2\pi)^3}\frac{M}{E_1+E_2},\qquad M=\frac{E_1E_2+\mathbf p_1\!\cdot\mathbf p_2-m^2}{E_1E_2},
\]
where \(\mathbf p_1+\mathbf p_2=\mathbf q\) and \(E_i=\sqrt{m^2+p_i^2}\).

**Proof.** In a box of volume \(V\) take \(U=2U_q\cos\mathbf q\cdot\mathbf r\) and \(n_{\mathbf q}=\int e^{-i\mathbf q\cdot\mathbf r}n(\mathbf r)d^3r\). Then \(H'=U_q(n_{\mathbf q}+n_{\mathbf q}^\dagger)\), and the perturbed state is \(|0\rangle-\sum_N|N\rangle\langle N|H'|0\rangle/\omega_N\), with \(\omega_N\) the excitation energy. The operator \(n_{\mathbf q}^\dagger\) adds momentum \(\mathbf q\) and \(n_{\mathbf q}\) removes it, so momentum conservation leaves two terms:
\[
\langle n_{\mathbf q}\rangle=-U_q\sum_N\frac{|\langle N|n_{\mathbf q}^\dagger|0\rangle|^2+|\langle N|n_{\mathbf q}|0\rangle|^2}{\omega_N}.
\]
They are equal because the vacuum is isotropic, which gives the factor 2. The density is \(\delta n=2V^{-1}\langle n_{\mathbf q}\rangle\cos\mathbf q\cdot\mathbf r\), so \(\chi=(2/V)\sum_N|\langle N|n_{\mathbf q}^\dagger|0\rangle|^2/\omega_N\).

The operator is one-body and the negative levels are full, so \(N\) has one electron lifted from a negative-energy state of momentum \(\mathbf k\) to a positive-energy state of momentum \(\mathbf p_1=\mathbf k+\mathbf q\). The hole is a positron of momentum \(\mathbf p_2=-\mathbf k\), and \(\omega_N=E_1+E_2\). The matrix element is the overlap of the two unit spinors. Let \(h(\mathbf k)=\boldsymbol\alpha_D\!\cdot\mathbf k+\beta_Dm\) be the Dirac Hamiltonian. The four matrices anticommute, square to one and are traceless, so \(h^2=E^2\), the projectors are \(\Lambda_\pm=\tfrac12(1\pm h/E)\), \(\operatorname{Tr}h=0\) and \(\operatorname{Tr}h(\mathbf p)h(\mathbf k)=4(\mathbf p\cdot\mathbf k+m^2)\). The sum over both spins is
\[
M=\operatorname{Tr}\Lambda_+(\mathbf p_1)\Lambda_-(\mathbf k)=1-\frac{\mathbf p_1\!\cdot\mathbf k+m^2}{E_1E_2},
\]
and \(\mathbf k=-\mathbf p_2\) gives the stated form. Finally \(V^{-1}\sum_{\mathbf p_1}\to\int d^3p_1/(2\pi)^3\). ∎

**Remark.** At \(\mathbf q=0\), \(\mathbf p_2=-\mathbf p_1\) and the numerator is \(E^2-p^2-m^2=0\): a constant potential creates no pairs. No current is induced either: by isotropy it would point along \(\mathbf q\), and static continuity demands \(\mathbf q\cdot\mathbf j=0\).

## Lemma 2: the spectral form

**Lemma 2.** With \(s\) the squared invariant mass of the pair, \(v=\sqrt{1-4m^2/s}\) and \(\rho(s)=v\,(1+2m^2/s)\),
\[
\chi(q)=\frac{q^2}{12\pi^2}\int_{4m^2}\!ds\,\frac{\rho(s)}{s+q^2}. \tag{4}
\]

**Proof.** Let \(c\) be the cosine of the angle between \(\mathbf p_1\) and \(\mathbf q\). From \(\mathbf p_2=\mathbf q-\mathbf p_1\),
\[
E_2^2=E_1^2+q^2-2p_1qc .
\]
At fixed \(p_1\), \(E_2\,dE_2=p_1q\,|dc|\); also \(p_1dp_1=E_1dE_1\). Therefore
\[
d^3p_1=2\pi p_1^2dp_1|dc|=\frac{2\pi}{q}E_1E_2\,dE_1dE_2 .
\]
Put \(E_{1,2}=\omega/2\pm u\); the Jacobian has modulus \(|-\tfrac12-\tfrac12|=1\). Define
\[
s=\omega^2-q^2=2m^2+2(E_1E_2-\mathbf p_1\!\cdot\mathbf p_2).
\]
Since \(E_1^2E_2^2-(p_1p_2+m^2)^2=m^2(p_1-p_2)^2\ge0\), one has \(E_1E_2-\mathbf p_1\!\cdot\mathbf p_2\ge m^2\), so \(s\ge4m^2\).

The range of \(u\) follows from \(c^2\le1\). With \(E_1^2-E_2^2=2\omega u\) this is
\[
(q^2+2\omega u)^2\le4q^2\left(\tfrac14\omega^2+\omega u+u^2-m^2\right).
\]
The terms \(4q^2\omega u\) cancel, leaving \(4u^2(\omega^2-q^2)\le q^2(\omega^2-q^2-4m^2)\), that is \(|u|\le qv/2\).

For the integrand, \(\mathbf p_1\!\cdot\mathbf p_2=E_1E_2+m^2-s/2\) and \(E_1E_2=\omega^2/4-u^2\), so
\[
4E_1E_2M=8E_1E_2-2s=2\omega^2-8u^2-2\omega^2+2q^2=2q^2-8u^2 .
\]
Then
\[
\chi=\frac{2}{8\pi^3}\frac{2\pi}{q}\int\!\frac{d\omega}{\omega}\int_{-qv/2}^{qv/2}\!du\,\frac{2q^2-8u^2}{4}
=\frac1{8\pi^2q}\int\!\frac{d\omega}{\omega}\left(2q^3v-\tfrac23q^3v^3\right),
\]
using \(\int u^2du=\tfrac23(qv/2)^3\). At fixed \(q\), \(ds=2\omega\,d\omega\), so \(d\omega/\omega=ds/[2(s+q^2)]\). And \(1-v^2/3=\tfrac13(2+4m^2/s)=\tfrac23(1+2m^2/s)\). The prefactor is \(\frac{2q^3}{8\pi^2q}\cdot\frac12\cdot\frac23=\frac{q^2}{12\pi^2}\). ∎

Since \(\rho\to1\) at large \(s\), (4) diverges logarithmically and is read with a cutoff \(s<\Lambda^2\).

## Lemma 3: charge renormalization

The Fourier pair needed below is
\[
\int\!d^3r\,e^{-i\mathbf q\cdot\mathbf r}\frac{e^{-\lambda r}}r=\frac{4\pi}q\int_0^\infty\!\sin(qr)\,e^{-\lambda r}dr=\frac{4\pi}{q}\operatorname{Im}\frac1{\lambda-iq}=\frac{4\pi}{q^2+\lambda^2}, \tag{5}
\]
which at \(\lambda\to0\) is the Coulomb transform.

**Lemma 3.** To first order in \(\alpha\) the muon–nucleus potential is \(U(q)=-\dfrac{4\pi Z\alpha}{q^2}\,[1+\Pi(q)]\) with
\[
\Pi(q)=\frac{\alpha}{3\pi}\int_{4m^2}^\infty\frac{ds}{s}\,\rho(s)\frac{q^2}{s+q^2}. \tag{6}
\]

**Proof.** Let \(\alpha_0\) be the coupling in the Hamiltonian. Muon and electron carry the same charge, so both see \(U_0=-4\pi Z\alpha_0/q^2\). The induced electrons repel the muon with energy \((4\pi\alpha_0/q^2)\,\delta n=-C(q)U_0\), where
\[
C(q)=\frac{4\pi\alpha_0\chi}{q^2}=\frac{\alpha_0}{3\pi}\int^{\Lambda^2}\!\!ds\,\frac{\rho}{s+q^2}.
\]
The total is \(U_0[1-C(q)]=U_0[1-C(0)]\,[1+C(0)-C(q)]\) up to second order in \(C\). At \(q\to0\) the last bracket is one, so by (E) \(\alpha=\alpha_0[1-C(0)]\). Inside the correction \(\alpha_0\) may be replaced by \(\alpha\) at this order. With \(\frac1s-\frac1{s+q^2}=\frac{q^2}{s(s+q^2)}\) the difference \(\Pi=C(0)-C(q)\) converges, and \(\Lambda\to\infty\) gives (6).

A spherical cutoff in the relative momentum of the pair gives the same \(\Pi\) as the cutoff in \(s\). Write \(\mathbf p_{1,2}=\pm\mathbf p+\mathbf q/2\) and \(A=m^2+p^2+q^2/4\). Then \(E_{1,2}^2=A\pm\mathbf p\cdot\mathbf q\), \(\omega^2=2A+2\sqrt{A^2-(\mathbf p\cdot\mathbf q)^2}\), and for large \(p\), \(s\simeq4(m^2+p^2)-(\mathbf p\cdot\mathbf q)^2/A\). A sphere in \(p\) and a surface of constant \(s\) differ by \(\Delta s\) of order \(q^2\), where the integrand is \(1/\Lambda^2\); the change in \(C(q)\) is of order \(\alpha q^2/\Lambda^2\) and vanishes. ∎

**Remark.** The bare charge is screened, \(\alpha<\alpha_0\), and \(\Pi>0\) says that the screening is incomplete at short distance. The correction is therefore attractive. The polarization caused by the muon acting on the nucleus is not a second contribution: the vacuum energy is quadratic in the sum of the two potentials, and its single cross term is the interaction just computed.

## Lemma 4: the Uehling potential

**Lemma 4.**
\[
\delta U(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\int_1^\infty\!dt\,w(t)\,e^{-2mtr},\qquad w(t)=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}. \tag{7}
\]

**Proof.** Put \(s=4m^2t^2\). Then \(ds/s=2dt/t\), \(v=\sqrt{t^2-1}/t\), \(2m^2/s=1/(2t^2)\), so \(\rho\,ds/s=2w\,dt\). The factor \(q^2\) in (6) cancels the Coulomb \(1/q^2\):
\[
\delta U(q)=-\frac{4\pi Z\alpha}{q^2}\Pi(q)=-Z\alpha\,\frac{2\alpha}{3\pi}\int_1^\infty\!dt\,w(t)\frac{4\pi}{q^2+4m^2t^2},
\]
and (5) with \(\lambda=2mt\) inverts each term. ∎

Each pair of invariant mass \(\sqrt s=2mt\) contributes a Yukawa term of range \(1/\sqrt s\); the longest range is \(1/(2m)\).

## Proof of the theorem

Equation (7) is a superposition of the special case with \(d\eta=\frac{2\alpha}{3\pi}w\,dt\) and \(\kappa=2mta=2\beta t\). First-order shifts are linear in the potential, and the integrand has one sign, so the \(r\) and \(t\) integrals may be exchanged. From (1),
\[
\delta E_{nl}=-\frac{\alpha}{\pi}E^*\,\frac23\int_1^\infty\!dt\,w(t)\,Y_{nl}(2\beta t), \tag{8}
\]
and from (2),
\[
E(2P)-E(2S)=\frac\alpha\pi E^*\,\frac23\int_1^\infty\!dt\,w(t)\frac{4\beta^2t^2}{2(1+2\beta t)^4}.
\]
The constant is \(\tfrac23\cdot\tfrac42\beta^2=\tfrac43\beta^2\), and \(t^2w=(1+\frac1{2t^2})\sqrt{t^2-1}\). This is (3). The integrand falls as \(t^{-3}\), so the integral converges, and it is positive: 2S lies below 2P. ∎

**Corollary (finite interval).** With \(t=1/\cos\varphi\) one has \(dt=\sin\varphi\,d\varphi/\cos^2\varphi\), \(\sqrt{t^2-1}=\tan\varphi\) and \((1+2\beta t)^{-4}=\cos^4\varphi/(\cos\varphi+2\beta)^4\). The powers of the cosine combine as \(\cos^{-2}\cos^{-1}\cos^4=\cos\), so
\[
I=\frac{4\beta^2}3\int_0^{\pi/2}\!g\,d\varphi,\qquad g(\varphi)=\frac{\sin^2\varphi\,\cos\varphi\,(1+\tfrac12\cos^2\varphi)}{(\cos\varphi+2\beta)^4}. \tag{9}
\]
The square-root edge at \(t=1\) and the infinite range are gone, and \(g\) is smooth.

## Lemma 5: limits and bounds

**Lemma 5.** \(I(\beta)\) decreases with \(\beta\); \(I<1/18\) with \(I\to1/18\) as \(\beta\to0\); and \(I<1/(30\beta^2)\) with \(30\beta^2I=1-25\pi/(64\beta)+O(\beta^{-2})\) as \(\beta\to\infty\).

**Proof.** Write \(t^2w=t\rho\), with \(\rho=(1+y/2)\sqrt{1-y}\) and \(y=1/t^2\). Then \(\rho^2=(1+y+y^2/4)(1-y)=1-\tfrac34y^2-\tfrac14y^3\), so \(\rho\) rises from 0 to 1 as \(t\) grows. Changing variable to \(\kappa=2\beta t\), \(\frac{4\beta^2}{3}t\,dt=\frac13\kappa\,d\kappa\) and
\[
I=\frac13\int_{2\beta}^\infty\!d\kappa\,\frac{\kappa}{(1+\kappa)^4}\,\rho\Big|_{t=\kappa/2\beta}.
\]
Raising \(\beta\) shrinks the interval and lowers \(\rho\) at each \(\kappa\), so \(I\) decreases. As \(\beta\to0\), \(\rho\to1\) from below, and \(\int_0^\infty\kappa(1+\kappa)^{-4}d\kappa=\int_1^\infty(\sigma^{-3}-\sigma^{-4})d\sigma=\tfrac16\), giving \(1/18\).

For large \(\beta\), \((1+\kappa)^{-4}=\kappa^{-4}(1+1/\kappa)^{-4}\), so
\[
I=\frac1{12\beta^2}\int_1^\infty\!dt\,\frac{w}{t^2}\Big(1+\frac1{2\beta t}\Big)^{-4},\qquad\Big(1+\frac1{2\beta t}\Big)^{-4}=1-\frac2{\beta t}+\dots<1 .
\]
In the variable \(v\), \(t^{-2}=1-v^2\), \(t\,dt=t^4v\,dv\), \(\sqrt{t^2-1}=vt\), so \(\int w\,t^{-2}dt=\int_0^1\tfrac12(3-v^2)v^2dv=\tfrac12(1-\tfrac15)=\tfrac25\), and \(\frac1{12}\cdot\frac25=\frac1{30}\). In the variable \(\varphi\), \(w\,dt=(1+\tfrac12\cos^2\varphi)\sin^2\varphi\,d\varphi/\cos\varphi\), so \(\int w\,t^{-3}dt=\int(\sin^2\cos^2+\tfrac12\sin^2\cos^4)d\varphi=\frac\pi{16}+\frac12\cdot\frac\pi{32}=\frac{5\pi}{64}\). Here \(\sin^2\cos^2=\tfrac14\sin^22\varphi\) integrates to \(\pi/16\), and \(\sin^2\cos^4\) gives half of that because \(\varphi\to\pi/2-\varphi\) exchanges it with \(\sin^4\cos^2\) and the two add to \(\sin^2\cos^2\). The relative correction is \(-\frac2\beta\cdot\frac{5\pi}{64}\cdot\frac52=-\frac{25\pi}{64\beta}\). ∎

**Remark (heavy loop).** For \(q\ll m\), (6) gives \(\Pi\simeq\frac{2\alpha}{3\pi}\frac{q^2}{4m^2}\cdot\frac25=\frac{\alpha q^2}{15\pi m^2}\). Then \(\delta U(q)\) is constant and \(\delta U(\mathbf r)=-\frac{4Z\alpha^2}{15m^2}\delta^3(\mathbf r)\). With \(|\psi_{2S}(0)|^2=\frac{1}{4\pi a^3}\cdot\frac12\) the 2S shift is \(-\frac{Z\alpha^2}{30\pi m^2a^3}=-\frac\alpha\pi E^*\frac1{30\beta^2}\), and 2P is unshifted. This contact form is the regime of ordinary hydrogen, where \(m_r\approx m\) and \(\beta\approx1/\alpha\approx137\). For every finite \(\beta\) it is an upper bound on the splitting. Gauss–Legendre quadrature of (3) in \(t=\cosh\theta\) gives \(30\beta^2I=0.99988\) at \(\beta=10^4\), the value of \(1-25\pi/(64\beta)\) there.

**Remark (light loop).** For \(\beta\to0\) the separate shifts (8) grow like \(\ln(1/\beta)\), since \(w\simeq1/t\) and \(Y\simeq\tfrac14\) over \(1\ll t\ll1/(2\beta)\). That part is a rescaled Coulomb potential and cancels between 2S and 2P, which is why \(I\) stays finite. The same quadrature gives \(18I=0.99998\) at \(\beta=10^{-3}\).

## Worked example: muonic hydrogen

Masses are in MeV, lengths in fm, atomic energies in meV. The inputs are CODATA values: \(1/\alpha=137.035999\), \(m=0.51099895\), \(m_\mu=105.658376\), \(m_p=938.272089\), with \(Z=1\).
\[
m_r=\frac{105.658376\times938.272089}{105.658376+938.272089}=94.964471\ \text{MeV},\qquad \alpha m_r=\frac{94.964471}{137.035999}=0.6929892\ \text{MeV},
\]
\[
\beta=\frac{0.51099895}{0.6929892}=0.7373837,\qquad2\beta=1.4747674,\qquad\tfrac43\beta^2=0.7249796 .
\]
As lengths, \(a=284.748\) fm and \(1/m=386.159\) fm; their ratio is \(\beta\). The Bohr length \(a\) is smaller than the electron's reduced Compton wavelength, although the \(n=2\) states reach well beyond it: \(\int x\,u^2dx\) gives mean radii \(\tfrac12(6-24+30)\,a=6a\) for 2S and \(\tfrac{120}{24}a=5a\) for 2P. The spectrum of Yukawa terms starts at \(\kappa=1.47\), above the maximum of (2) at \(\kappa=1\). The energy scale is \(E^*=\alpha\cdot\alpha m_r=5.0569867\times10^6\) meV, and with \(\alpha/\pi=2.3228195\times10^{-3}\),
\[
\frac\alpha\pi E^*=11746.467\ \text{meV}.
\]

The integrand of (9) can be tabulated by hand. At \(60^\circ\), for instance, \(g=0.75\times0.5\times1.125/(1.9747674)^4=0.027741\).

| \(\varphi\) | 0° | 15° | 30° | 45° | 60° | 75° | 90° |
|---|---|---|---|---|---|---|---|
| \(10^3g\) | 0 | 2.674 | 9.916 | 19.501 | 27.741 | 27.632 | 0 |

Simpson's rule with step \(\pi/12\) gives
\[
\frac{\pi}{36}\big[4(2.674+19.501+27.632)+2(9.916+27.741)\big]\times10^{-3}=\frac\pi{36}\times0.274542=0.023958,
\]
and a shift \(11746.467\times0.7249796\times0.023958=204.03\) meV. Adaptive Gauss–Kronrod quadrature gives the converged integral \(0.02407334\); the Simpson value is low by 0.5% of it. Then
\[
I=0.7249796\times0.02407334=0.01745268,
\]
\[
E(2P)-E(2S)=11746.467\times0.01745268=205.007\ \text{meV}=4.05394\times10^{-5}E^* .
\]
The separate shifts (8), by Gauss–Legendre quadrature in \(t=\cosh\theta\), are \(-219.584\) meV for 2S and \(-14.577\) meV for 2P, with the difference \(205.007\) meV. The P level is shifted visibly, which a contact potential cannot do. Restricting the quadrature of (3) to \(t<2\) yields about half of \(I\) (a share of 0.49), so pairs with \(\sqrt s<4m\) and heavier pairs contribute about equally.

**The contact form.** It gives \(11746.467/(30\times0.7373837^2)=720.1\) meV, 3.51 times the result. Lemma 5 accounts for the failure: relative to the contact term, the first correction is \(-25\pi/(64\beta)=-1.66\) at this \(\beta\), larger in size than the term it corrects.

**Rounding of \(\beta\).** A central difference of \(\ln I\) with \(\beta\) changed by one part in \(10^4\) gives \(d\ln I/d\ln\beta=-1.03\), between the limiting slopes 0 and \(-2\). Replacing \(0.7373837\) by \(0.737\) lowers \(\beta\) by \(5.2\times10^{-4}\) of itself and so raises \(I\) by \(5.4\times10^{-4}\) of itself. Quadrature at \(\beta=0.737\) gives \(I=0.01746206\) and, with the prefactor unchanged, \(205.117\) meV. Holding the result to \(0.001\) meV requires \(\beta\) to about five parts in a million.

## Remarks on what the theorem leaves out

The six figures describe the term defined by (A)–(E). The physical interval differs from it by amounts far larger than the last digit.

Relaxing (D), the potential (7) acts twice. This piece follows from diagonalizing the Coulomb Hamiltonian plus \(\epsilon\,\delta U\) in the 50 functions \(x^{l+1}e^{-x/2}L_k^{(2l+2)}(x)\), \(k=0,\dots,49\), for each \(l\). In \(E(\epsilon)=E_0+\epsilon E_1+\epsilon^2E_2+\dots\) the combination \(\tfrac12[E(1)+E(-1)-2E(0)]\) removes the odd orders and leaves \(E_2\) up to fourth order. It adds \(0.15\) meV to \(E(2P)-E(2S)\), about \(7\times10^{-4}\) of the first-order term.

Relaxing (C) brings the two-loop polarization (the Källén–Sabry potential), formally of order \((\alpha/\pi)^2E^*\) like the iteration, and the Wichmann–Kroll term, in which the vacuum responds at third order in the nuclear field; neither is computed here. Relaxing (B) brings relativistic and recoil corrections of two kinds. Those to the Coulomb levels themselves, such as the fine structure, scale as \((Z\alpha)^2E^*\), contain no vacuum polarization and are separate terms of the physical interval. Those to the Uehling term have the scale \((Z\alpha)^2\times205.007=0.011\) meV. That is a size estimate with an unknown coefficient, not a value. These corrections depend on \(j\), and they grow with \(Z\) until the Schrödinger functions must be replaced by Dirac functions. Relaxing (A), a nuclear rms charge radius \(r_N\ll a\) smooths (7) at short distance and also raises 2S directly, to leading order by \(\tfrac{2\pi}{3}Z\alpha\,r_N^2|\psi_{2S}(0)|^2=E^*(r_N/a)^2/12\). Since \(I<1/18\), this direct term exceeds (3) once \(r_N/a\) is above about \(0.04\), whatever the value of \(\beta\). The lightest muonic atoms lie below this. With the measured charge radii, \(r_N/a\approx0.003\) in hydrogen, \(0.008\) in deuterium, \(0.013\) in \(^4\)He and \(0.028\) in \(^7\)Li, and the size term is about 0.02, 0.12, 0.18 and 0.7 of (3). It overtakes (3) at \(^9\)Be (\(r_N/a\approx0.039\)), and from there on (3) is no longer the main part of the interval. The muon's self-energy and loops of heavier particles are separate terms; a loop of a lepton of mass \(M_\ell\) is given by (3) with \(\beta=M_\ell a\), and for \(M_\ell a\gg1\) it is bounded by \((\alpha/\pi)E^*/(30M_\ell^2a^2)\). For an orbiting hadron of charge \(-e\), (3) holds with the proper \(m_r\) as the vacuum-polarization term, but the strong interaction also shifts the levels.
